# Third Zemach moment and the (Zα)^5 nuclear-size shift of S levels, part 1

(Sections cited here and not found follow in the second part.)

### Definitions and conventions

Units are \(\hbar=c=1\). A lepton of charge \(-e\) and reduced mass \(m\) moves in the field of a static, spherically symmetric nucleus of charge \(Ze\). The charge density \(\rho(r)\ge 0\) is normalized to \(\int\rho\,d^3r=1\), its radial weight is \(p(r)=4\pi r^2\rho(r)\), and its moments \(\langle r^k\rangle=\int_0^\infty p\,r^k\,dr\) are assumed finite through \(k=4\). Fourier transforms are \(f(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}f(\mathbf r)\,d^3r\). The form factor is the transform of \(\rho\). With \(j_0(y)=\sin y/y=1-y^2/6+y^4/120-\dots\),
\[ G(q)=\int_0^\infty p(r)\,j_0(qr)\,dr=1-\frac{q^2\langle r^2\rangle}{6}+\frac{q^4\langle r^4\rangle}{120}-\dots \tag{1} \]
The third Zemach moment is the mean cube of the distance between two points drawn independently from \(\rho\):
\[ \langle r^3\rangle_{(2)}=\iint\rho(r)\,\rho(s)\,|\mathbf r-\mathbf s|^3\,d^3r\,d^3s. \tag{2} \]
The inverse Bohr radius is \(\kappa=Z\alpha m\), the nuclear size is \(R\), and the small parameter is \(x=\kappa R\ll1\). The unperturbed Hamiltonian is \(H_0=\mathbf p^2/2m-Z\alpha/r\), with \(E_n=-\kappa^2/(2mn^2)\). The normalized \(nS\) function is \(\phi_n=(4\pi)^{-1/2}\,2(\kappa/n)^{3/2}n^{-1}L^1_{n-1}(2\kappa r/n)e^{-\kappa r/n}\), and \(L^1_{n-1}(0)=n\) gives
\[ \phi^2\equiv|\phi_n(0)|^2=\frac{\kappa^3}{\pi n^3}. \tag{3} \]
The nucleus is rigid and infinitely heavy apart from the reduced mass. Further recoil terms, nuclear excitation, radiative corrections and hyperfine structure lie outside the model. Within it, the shift of an \(nS\) level is
\[ \Delta E=\frac{2}{3}\frac{(Z\alpha)^4m^3}{n^3}\langle r^2\rangle-\frac{(Z\alpha)^5m^4}{3n^3}\langle r^3\rangle_{(2)}+O\big((Z\alpha)^2m\,x^4\ln x\big). \tag{4} \]
The second term is Friar's correction. It is not a pure second-order quantity: first-order and second-order perturbation theory both contribute at \((Z\alpha)^5\), and only their sum is proportional to \(\langle r^3\rangle_{(2)}\).

### The perturbation

The perturbation is the potential of the extended nucleus minus that of the point nucleus. Since \(\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)\),
\[ \delta V(r)=Z\alpha\Big[\frac1r-\int\frac{\rho(s)\,d^3s}{|\mathbf r-\mathbf s|}\Big],\qquad \nabla^2\delta V=4\pi Z\alpha\,[\rho-\delta^3]. \tag{5} \]
The angular average of \(1/|\mathbf r-\mathbf s|\) is \(1/r_>\), with \(r_>=\max(r,s)\), which is the shell theorem. Writing \(1/r=\int_0^\infty p(s)\,ds/r\), the shells with \(s<r\) cancel between the two terms of (5), and
\[ r\,\delta V(r)=Z\alpha\int_r^\infty p(s)\Big(1-\frac rs\Big)ds. \tag{6} \]
Thus \(\delta V\ge0\), the levels move up at leading order, and \(\delta V\) vanishes where no charge lies outside \(r\). Differentiating (6) gives \(\delta V'=-Z\alpha\,r^{-2}\int_r^\infty p\,ds\). Finite \(\langle r^4\rangle\) makes \(r^4\int_r^\infty p\,ds\to0\), which removes every surface term met below.

The moments of \(\delta V\) follow by exchanging the order of integration in (6):
\[ \int r^k\,\delta V\,d^3r=4\pi Z\alpha\int_0^\infty ds\,p(s)\int_0^s\Big(r^{k+1}-\frac{r^{k+2}}{s}\Big)dr=\frac{4\pi Z\alpha\,\langle r^{k+2}\rangle}{(k+2)(k+3)}. \tag{7} \]
The cases \(k=0\) and \(k=1\) give \((2\pi/3)Z\alpha\langle r^2\rangle\) and \((\pi/3)Z\alpha\langle r^3\rangle\).

### First order and the cusp

Only \(r\lesssim R\ll1/\kappa\) contributes to \(\langle\phi_n|\delta V|\phi_n\rangle\), so the wave function is expanded about the origin. The function \(u=r\phi_n\) obeys \(u''=(-2\kappa/r+\kappa^2/n^2)u\). Inserting \(u\propto r+ar^2+\dots\), the terms of order \(r^0\) give \(2a=-2\kappa\). The energy enters only at the next power of \(r\), so for every \(n\)
\[ |\phi_n(r)|^2=\phi^2\big[1-2\kappa r+O(\kappa^2r^2)\big]. \tag{8} \]
With (7) and \(\kappa=Z\alpha m\),
\[ E_1=\phi^2\Big[\frac{2\pi}{3}Z\alpha\langle r^2\rangle-\frac{2\pi}{3}m(Z\alpha)^2\langle r^3\rangle\Big]+\dots \tag{9} \]
By (3) the first term is the leading term of (4). The second, the cusp term, is smaller by a factor of order \(x\) and is of order \((Z\alpha)^5\). The omitted term involves \(\kappa^2\langle r^4\rangle\) and is of order \(x^2\) relative to the leading term.

### Second order

The second-order shift is
\[ E_2=\iint\phi_n(r)\,\delta V(r)\,G'(\mathbf r,\mathbf s)\,\delta V(s)\,\phi_n(s)\,d^3r\,d^3s,\qquad G'=\sum_{k\ne n}\frac{|k\rangle\langle k|}{E_n-E_k}. \tag{10} \]
Because \(\delta V\phi_n\) is spherically symmetric, only S states enter the sum, and the degenerate states with \(l>0\) are not coupled. Write the S-wave part of \(G'\) as \(g(r,s)/(4\pi rs)\). The operator identity \((E_n-H_0)G'=1-|n\rangle\langle n|\) becomes
\[ \Big[\frac{1}{2m}\partial_r^2+\frac{Z\alpha}{r}+E_n\Big]g(r,s)=\delta(r-s)-4\pi rs\,\phi_n(r)\phi_n(s). \tag{11} \]
For \(r,s\sim R\), relative to the kinetic term, the Coulomb term is of order \(Z\alpha mR=x\) and the energy of order \(x^2\). The projector is of size \(\kappa^3R^2\) against \(1/R\) for the delta function, a ratio \(x^3\). Through relative order \(x\), therefore, \(g\) solves \(u''=-(2\kappa/r)u\) in each variable away from \(r=s\). It must vanish at the origin, and (11) requires a jump \(2m\) in \(\partial_rg\) at \(r=s\). The regular solution is \(u_1=r(1-\kappa r+\dots)\). For the second solution try \(u_2=1+b\,r\ln(\kappa r)\). Then \(u_2''=b/r\), so \(b=-2\kappa\). The Wronskian \(u_1'u_2-u_1u_2'\) is constant and equals 1 at \(r\to0\). Hence
\[ g=-2m\,u_1(r_<)\,\big[u_2(r_>)+c\,\kappa\,u_1(r_>)\big] \tag{12} \]
has the jump \(-2m(u_1u_2'-u_1'u_2)=2m\) for any \(c\). The constant \(c\) is fixed by the behaviour at \(r\sim1/\kappa\). The point-Coulomb problem contains no length other than \(1/\kappa\), so \(c\) is a pure number depending on \(n\). Dividing (12) by \(4\pi rs\),
\[ G'_S(r,s)=-\frac{m}{2\pi r_>}+\frac{m\kappa}{\pi}\ln(\kappa r_>)+O(m\kappa). \tag{13} \]
The first term is the angular average of the free Green function at zero energy, \(G_0=-m/(2\pi|\mathbf r-\mathbf s|)\). At leading order the intermediate states have momenta \(\sim1/R\gg\kappa\), for which binding is a small correction. Setting \(\phi_n\to\phi_n(0)\),
\[ E_2=-\frac{m\phi^2}{2\pi}\iint\frac{\delta V(r)\,\delta V(s)}{|\mathbf r-\mathbf s|}\,d^3r\,d^3s. \tag{14} \]
For a radial function \(\nabla^2f=(rf)''/r\), so \(\nabla^2r^3=12r\) and \(\nabla^2r=2/r\), with no delta function because \(r^3\) and \(r\) are less singular than \(1/r\). Therefore \(1/|\mathbf r-\mathbf s|=\nabla_r^2\nabla_s^2|\mathbf r-\mathbf s|^3/24\). Green's theorem moves each Laplacian onto its \(\delta V\), the surface terms vanish by the decay found after (6), and (5) gives
\[ E_2=-\frac{m\phi^2}{2\pi}\frac{(4\pi Z\alpha)^2}{24}\iint[\rho(r)-\delta^3(\mathbf r)][\rho(s)-\delta^3(\mathbf s)]\,|\mathbf r-\mathbf s|^3\,d^3r\,d^3s. \tag{15} \]
The prefactor is \(16\pi^2/(48\pi)=\pi/3\). The \(\rho\rho\) product gives \(\langle r^3\rangle_{(2)}\), each of the two \(\rho\,\delta^3\) products gives \(-\langle r^3\rangle\), and the \(\delta^3\delta^3\) product gives zero:
\[ E_2=-\frac{\pi}{3}m(Z\alpha)^2\phi^2\big[\langle r^3\rangle_{(2)}-2\langle r^3\rangle\big]. \tag{16} \]
The cusp term of (9) is \(-(\pi/3)m(Z\alpha)^2\phi^2\cdot2\langle r^3\rangle\). In the sum the ordinary moment cancels:
\[ \Delta E^{(5)}=-\frac{\pi}{3}m(Z\alpha)^2\phi^2\langle r^3\rangle_{(2)}=-\frac{(Z\alpha)^5m^4}{3n^3}\langle r^3\rangle_{(2)}. \tag{17} \]
The correction is negative and has the same \(1/n^3\) dependence as the leading term. Their ratio, \(-\kappa\langle r^3\rangle_{(2)}/(2\langle r^2\rangle)\), is the same for all \(nS\) levels.

### Neglected terms

Let \(A=\int\delta V\,d^3r=(2\pi/3)Z\alpha\langle r^2\rangle\), so that the leading shift is \(\phi^2A\). Splitting \(\ln(\kappa r_>)=\ln x+\ln(r_>/R)\) in (13), the constant \(\ln x\) contributes \(\phi^2A^2(m\kappa/\pi)\ln x\) to (10). Relative to \(\phi^2A\) this is
\[ \frac{m\kappa}{\pi}A\ln x=\frac23\kappa^2\langle r^2\rangle\ln x. \tag{18} \]
The \(O(m\kappa)\) terms of (13) and the cusp factors in (10) give relative order \(x^2\) without a logarithm. In third order, the term with three factors \(\delta V\) and two factors \(G_0\) scales as \(\phi^2A^3(m/R)^2\), again of relative order \(x^2\). The renormalization term \(-E_1\langle\delta V G'^2\delta V\rangle\) has \(G'^2\sim m^2\int d^3r/r^2\sim m^2/\kappa\), cut off at the Bohr radius, and is of relative order \(x^4\). This establishes the error quoted in (4).

For \(l>0\) in the Schrödinger theory, \(|\phi|^2\propto\kappa^{2l+3}r^{2l}\) near the origin, and (7) with \(k=2l\) gives a shift of order \((Z\alpha)^2m\,x^{2l+2}\). P levels start at \(x^4\) and have no term of the order \(x^3\) of (17). This counting is nonrelativistic. In the Dirac theory the lower component of a P\(_{1/2}\) state is S-like and gives a shift of order \((Z\alpha)^2m\,(Z\alpha)^2x^2\), which exceeds the \(x^4\) term when \(mR\ll1\).

### Evaluating the moment

For \(s<r\), substitute \(t=r^2+s^2-2rs\cos\theta\) in the angular average:
\[ \frac12\int_{-1}^{1}t^{3/2}\,d\cos\theta=\frac{(r+s)^5-(r-s)^5}{10rs}=r^3+2rs^2+\frac{s^4}{5r}, \tag{19} \]
where \((r+s)^5-(r-s)^5=10r^4s+20r^2s^3+2s^5\) was used. For a uniform sphere, \(p=3r^2/R^3\) on \(r<R\), so \(\langle r^2\rangle=3R^2/5\) and \(\langle r^3\rangle=R^3/2\). The regions \(s<r\) and \(s>r\) contribute equally, so
\[ \langle r^3\rangle_{(2)}=\frac{18}{R^6}\int_0^R r^2\Big(\frac13+\frac25+\frac1{35}\Big)r^6\,dr=2\cdot\frac{80}{105}R^3=\frac{32}{21}R^3. \tag{20} \]
In units of \((Z\alpha)^2m\,x^3/(3n^3)\) the cusp term is \(-1\), the second-order term is \(-(32/21-1)=-11/21\), and the total is \(-32/21\). The ratio to the leading term is \(-(80/63)x\), and the coefficient of \(x^2\ln x\) in (18) is \(2/5\).

### Momentum space

The transform of \(1/r\) is \(4\pi/q^2\), and a convolution transforms into a product, so (5) gives \(\delta V(q)=4\pi Z\alpha(1-G)/q^2\), which is finite at \(q=0\) with \(\delta V(0)=4\pi Z\alpha\langle r^2\rangle/6=A\). The transform of \(G_0\) is \(-(m/2\pi)(4\pi/q^2)=-2m/q^2\), the energy denominator \(1/(0-q^2/2m)\). With \(d^3q/(2\pi)^3=q^2dq/(2\pi^2)\), Parseval's theorem turns (14) into
\[ E_2=\phi^2\int_0^\infty\frac{q^2dq}{2\pi^2}\,\frac{-2m}{q^2}\,\frac{16\pi^2(Z\alpha)^2(1-G)^2}{q^4}=-16m(Z\alpha)^2\phi^2\int_0^\infty\frac{(1-G)^2}{q^4}\,dq. \tag{21} \]
By (1) the integrand tends to a constant at small \(q\), so the integral converges and is dominated by \(q\sim1/R\). It is positive, and comparison with (16) shows \(\langle r^3\rangle_{(2)}\ge2\langle r^3\rangle\) for every density.

For the first-order term, (8) allows \(|\phi_n|^2\) to be replaced by \(\phi^2e^{-2\kappa r}\) with an error of relative order \(x^2\); for \(n=1\) the replacement is exact. The transform of \(e^{-\lambda r}/r\) is \(4\pi/(q^2+\lambda^2)\), and \(-\partial_\lambda\) of it gives \(8\pi\lambda/(q^2+\lambda^2)^2\) for \(e^{-\lambda r}\). With \(\lambda=2\kappa\),
\[ N(q)=\frac{16\pi\kappa\,\phi^2}{(q^2+4\kappa^2)^2},\qquad E_1=\int\frac{d^3q}{(2\pi)^3}N(q)\,\delta V(q). \tag{22} \]
This integral has two scales. Separate them by writing \(\delta V(q)=\delta V(0)+[\delta V(q)-\delta V(0)]\). The constant multiplies \(\int N\,d^3q/(2\pi)^3=\phi^2\), the density at the origin, and reproduces \(\phi^2A\). The bracket vanishes as \(q^2\) by (1). If \(4\kappa^2\) is dropped in \(N\), the integrand \(q^2\cdot q^{-4}\cdot q^2\) stays constant down to \(q=0\). The replacement alters it only in a range \(q\lesssim\kappa\) out of a range \(\sim1/R\), a change of relative order \(x\) in this term. Hence
\[ E_1-\phi^2A=\frac{16\pi\kappa\phi^2\cdot4\pi Z\alpha}{2\pi^2}\int_0^\infty\frac{dq}{q^2}\Big[\frac{1-G}{q^2}-\frac{\langle r^2\rangle}{6}\Big]=-16m(Z\alpha)^2\phi^2\int_0^\infty\frac{dq}{q^4}\Big[2G-2+\frac{q^2\langle r^2\rangle}{3}\Big]. \tag{23} \]
In the sum of (21) and (23), \((1-2G+G^2)+(2G-2)=G^2-1\). The term linear in \(G\) cancels, which is the momentum-space form of the cancellation of \(\langle r^3\rangle\):
\[ \Delta E^{(5)}=-16m(Z\alpha)^2\phi^2\int_0^\infty\frac{dq}{q^4}\Big[G^2(q)-1+\frac{q^2\langle r^2\rangle}{3}\Big]. \tag{24} \]
Since \(dG/dq^2=-\langle r^2\rangle/6\) at \(q=0\), the last subtraction can be written \(-2q^2\,dG/dq^2|_0\).

The structure of (24) has a direct reading. The full potential is \(V(q)=-4\pi Z\alpha G/q^2\). Its second Born term for a lepton at rest, \(\phi^2\int V^2(-2m/q^2)\,d^3q/(2\pi)^3\), is the \(G^2\) term of (24): two Coulomb exchanges, each seeing the extended nucleus. By (1), \(G^2=1-q^2\langle r^2\rangle/3+O(q^4)\), so the integrand contains terms in \(q^{-4}\) and \(q^{-2}\) at small \(q\), and the integral diverges as \(q_0^{-3}\) and \(q_0^{-1}\) when its lower limit \(q_0\) goes to zero. There the rest-frame approximation fails and binding cuts the integral off at \(q\sim\kappa\). The first divergence then scales as \(m(Z\alpha)^2\phi^2/\kappa^3\sim(Z\alpha)^2m\), the order of the point-Coulomb energy, and the second as \(m(Z\alpha)^2\phi^2\langle r^2\rangle/\kappa=Z\alpha\phi^2\langle r^2\rangle\), the order of the leading size term. The subtractions remove the two pieces that belong to lower orders and are already counted in \(E_n\) and \(\phi^2A\).

This part has derived the \((Z\alpha)^5\) nuclear-size correction as the sum of first- and second-order contributions, in the coordinate-space form (17) and the momentum-space form (24). It remains to show directly that the two forms are equivalent, to examine the relativistic lepton and the limits of validity, and to test the results numerically and apply them to muonic fluorine.
